# Why Momentum-Conserving Friction Raises the Resistance of a Compensated Metal

A calculation of the resistivity of an interconnect metal must decide what to do with collisions between electrons and holes. They conserve total momentum, which suggests leaving them out. They also shorten the lifetime of each carrier, which suggests adding their rate to the relaxation rate of each pocket. For a metal with equal electron and hole densities both choices are wrong: the first loses the whole contribution, and the second, with a rate weighted by the momentum lost, loses up to half of it, as shown below. With the unweighted lifetime rate the error can have either sign. The contribution belongs in the calculation as mutual friction.

The reason is that momentum and current are different quantities. With equal densities of opposite charges, a common drift carries momentum but no current, while a relative drift carries current and is slowed by friction. At equal densities the resistivity therefore grows without bound as the friction coefficient is raised, at fixed densities and fixed scattering by the lattice. This does not mean growth without limit as the temperature rises.

## The force balance

Take one electron pocket with density \(n\), mass \(m_e\) and charge \(-e\), and one hole pocket with density \(p\), mass \(m_h\) and charge \(+e\), where \(e>0\). The metal is uniform, the field \(E\) is weak and steady, and there is no magnetic field. Crystal momentum is measured from the centre of each pocket. Electron-hole collisions conserve its total and the number of carriers in each pocket.

Phonons and impurities relax the drift velocities \(v_e\) and \(v_h\) in times \(\tau_e\) and \(\tau_h\). The drag coefficients, per unit volume, are \(a_e=nm_e/\tau_e\) and \(a_h=pm_h/\tau_h\). Electron-hole collisions exert a force density \(-\eta(v_e-v_h)\) on the electrons and the opposite force on the holes. In the steady state

\[
a_ev_e+\eta(v_e-v_h)=-neE,\qquad
a_hv_h+\eta(v_h-v_e)=peE .
\]

In the sum of the two equations the friction cancels:

\[
a_ev_e+a_hv_h=e(p-n)E .
\]

At \(n=p\) the field supplies no total momentum, and in the steady state the lattice removes none on balance. Conservation of momentum therefore gives the current no protection.

To find the current, solve the two linear equations. Their determinant is

\[
D=(a_e+\eta)(a_h+\eta)-\eta^2=a_ea_h+\eta(a_e+a_h),
\]

and Cramer's rule gives

\[
v_e=\frac{eE[-na_h+\eta(p-n)]}{D},\qquad
v_h=\frac{eE[pa_e+\eta(p-n)]}{D}.
\]

The current density is \(j=e(pv_h-nv_e)\). The friction terms in the numerator combine as \((p-n)\eta(p-n)\), so

\[
\sigma=\frac jE=e^2\,\frac{n^2a_h+p^2a_e+\eta(p-n)^2}{a_ea_h+\eta(a_e+a_h)} .
\]

For \(n=p\) the last term of the numerator vanishes. Inverting what remains gives

\[
\rho=\frac{1}{n^2e^2}\left[\frac{a_ea_h}{a_e+a_h}+\eta\right].
\]

Friction adds in series to the lattice part, and \(\rho\) grows linearly in \(\eta\) with no ceiling. For \(n\ne p\), the terms in \(\eta\) dominate both numerator and denominator at strong friction, and

\[
\rho\to\frac{a_e+a_h}{e^2(p-n)^2}.
\]

The pockets are then locked together. The locked fluid has a net charge, so the field can still push it, and the lattice alone limits its motion.

This also shows what goes wrong if the friction is entered as two independent relaxation rates. That replaces \(a_e\) by \(a_e+\eta\) and \(a_h\) by \(a_h+\eta\) and drops the mutual coupling. At \(n=p\) the bracket becomes \((a_e+\eta)(a_h+\eta)/(a_e+a_h+2\eta)\), which tends to \(\eta/2\) at strong friction instead of \(\eta\). At weak friction its slope in \(\eta\) is \((a_e^2+a_h^2)/(a_e+a_h)^2\), which is one half for equal drags. For \(n\neq p\) this treatment also removes the saturation.

## Where the energy goes

Multiply the first force equation by \(v_e\) and the second by \(v_h\), then add. The two friction terms form a square:

\[
jE=a_ev_e^2+a_hv_h^2+\eta(v_e-v_h)^2 .
\]

The last term is heat made from relative motion. A collision can make this heat without changing the total momentum, and resistance requires dissipation, not a loss of total momentum in every collision.

The limit without lattice drag isolates the effect. Let \(a_e=a_h=0\), start from rest, and write \(u=v_h-v_e\). Dividing each equation of motion by its mass density and subtracting gives

\[
\frac{du}{dt}=eE\left(\frac1{m_e}+\frac1{m_h}\right)
-\eta\left(\frac1{nm_e}+\frac1{pm_h}\right)u .
\]

For \(n=p\) this settles at \(u=neE/\eta\), so \(j=neu=n^2e^2E/\eta\). The resistance is finite although nothing takes momentum out of the carriers. For \(n\ne p\) the relative velocity also settles, but the net force \(e(p-n)E\) keeps accelerating the pair at the rate \(e(p-n)E/(nm_e+pm_h)\). The current then grows as

\[
\frac{dj}{dt}=\frac{e^2(p-n)^2E}{nm_e+pm_h},
\]

and there is no steady resistance.

## The same result without relaxation times

The two-fluid model assumes that each pocket is described by one velocity. The linearized Boltzmann equation removes that assumption. Let \(i\) label pocket and wavevector, let \(\beta=1/k_BT\), and write the occupation (by holes in the hole pocket) as \(f_i+\beta f_i(1-f_i)\phi_i\), where \(f_i\) is the equilibrium value. The carrier charge \(q_i\) is \(-e\) in the electron pocket and \(+e\) in the hole pocket. Then

\[
(L+\lambda C)\phi=XE,\qquad X_i=q_iv_{x,i}\,\beta f_i(1-f_i),
\]

where \(L\) describes scattering by the lattice, \(C\) the conserving collisions and \(\lambda\) their strength. The current is \(j=\langle X|\phi\rangle\), the bracket being a sum over states per unit volume.

Consider a collision from a pair of states \(a\) to a pair \(b\), and let \(\phi_a\) be the sum of \(\phi\) over the pair. To first order the ratio of filled to empty probability in each state is multiplied by \(1+\beta\phi_i\). Energy conservation makes the forward and reverse equilibrium rates equal, both \(w_{ab}\), so the net rate is \(\beta w_{ab}(\phi_a-\phi_b)\). Hence

\[
\langle\phi|C|\phi\rangle=\frac{\beta}{2}\sum_{a,b}w_{ab}(\phi_a-\phi_b)^2\ge0 .
\]

I assume pockets symmetric under reversal of \(k\), so that only odd functions \(\phi\) matter, and an \(L\) that is symmetric and positive on them. With \(M=L+\lambda C\), the Cauchy-Schwarz inequality reads \(\langle X|\phi\rangle^2\le\langle X|M^{-1}|X\rangle\langle\phi|M|\phi\rangle\). Since \(\sigma=\langle X|M^{-1}|X\rangle\),

\[
\rho=\min_\phi\frac{\langle\phi|L+\lambda C|\phi\rangle}{\langle X|\phi\rangle^2}.
\]

Now try the total momentum, \(P_i=\hbar k_{x,i}\). The collisions conserve it, so \(CP=0\). Its overlap with the current follows from \(v_x\beta f(1-f)=-\hbar^{-1}\partial f/\partial k_x\) and an integration by parts, whose boundary terms vanish for closed pockets:

\[
\langle X|P\rangle=-\sum_i q_ik_{x,i}\frac{\partial f_i}{\partial k_x}=\sum_iq_if_i=e(p-n).
\]

For \(n\ne p\) this trial function gives \(\rho\le\langle P|L|P\rangle/[e(p-n)]^2\), a ceiling that does not contain \(\lambda\).

For \(n=p\) the overlap is zero and the ceiling disappears. Suppose that \(C\) conserves no other odd quantity that overlaps with \(X\). Fix \(\langle X|\phi\rangle=1\). The minimum of a sum is at least the sum of the separate minima, so

\[
\rho\ge\rho_L+\lambda\rho_C,\qquad \rho_C=\frac{1}{\langle X|C^+|X\rangle}>0 ,
\]

where \(\rho_L\) is the resistivity at \(\lambda=0\) and \(C^+\) is the inverse of \(C\) outside its null space. The linear growth thus survives any distortion of the distributions. Drifted pockets, \(\phi=\hbar k_xv_e\) and \(\hbar k_xv_h\), are one family of trial functions. If \(L\) does not couple the pockets, they reproduce the two-fluid expression with each drag equal to \(\langle\hbar k_x|L|\hbar k_x\rangle\) summed over its own pocket. With these drags the expression is an upper bound on the Boltzmann resistivity. With drags fitted to the lattice resistivity it need not be: in the lattice gas below, at strength 1, it gives 3.26 times the lattice value against the full 3.27.

A two-dimensional lattice gas with 149 states per pocket, equal masses and energy-dependent lattice rates tests these statements. It has five collision invariants: two carrier numbers, energy and two momentum components. Let friction strength 1 mean that \(\eta\) equals the electron lattice drag. At \(n=p\) and strength 100, the resistivity is 224.8 times its lattice value, between the lower bound of 224.7 and the drifted-pocket bound of 227.4. At \(p/n=0.617\) and strength \(10^4\) it has levelled off at 19.36 times the lattice value, just under the ceiling of 19.37.

The kind of collision matters too. If electrons collide only with electrons and holes only with holes, each pocket keeps its own momentum, and these momenta do overlap with the current. At \(n=p\), with the rate prefactor that means strength \(10^4\) for electron-hole collisions, such collisions raise the resistivity by just 7%, to the drifted-pocket value without friction. They reshape the distributions but do not oppose the relative drift.

## How large the friction is

Let a collision give wavevector \(q\) to an electron and take it from a hole. For drifted pockets \(\phi_a-\phi_b=-\hbar q_x(v_e-v_h)\). Multiplying the net rate by the momentum \(\hbar q_x\) gained by the electrons, and halving the sum because each pair of opposite events appears twice, gives the force \(-\eta(v_e-v_h)\) with

\[
\eta=\frac{\beta}{2}\sum_{a,b}w_{ab}(\hbar q_x)^2 .
\]

Take isotropic parabolic pockets with the same Fermi wavevector \(k_F\) and let \(W(q)\) be the Fourier transform of the interaction. The golden rule, with \(q_x^2\) averaged to \(q^2/3\), gives

\[
\eta=\frac{\beta}{2}\int\!\frac{d^3q}{(2\pi)^3}\,\frac{2\pi}{\hbar}W^2\,\frac{\hbar^2q^2}{3}\int\!du\,S_e(q,u)S_h(q,-u).
\]

Here \(u\) is the energy transferred, and \(S\) sums \(f_k(1-f_{k+q})\,\delta(\varepsilon_{k+q}-\varepsilon_k-u)\) over both spins and all \(k\). Detailed balance gives \(f_k(1-f_{k+q})=(f_k-f_{k+q})/(1-e^{-\beta u})\). Far below the Fermi temperature \(f_k-f_{k+q}\approx u\,\delta(\varepsilon_k-E_F)\), so \(S=A\,u/(1-e^{-\beta u})\). The radial integral in \(A\) gives \(k_Fm/\hbar^2\) and the angular one \(2\pi m/(\hbar^2k_Fq)\):

\[
A=\frac{2}{8\pi^3}\,\frac{k_Fm}{\hbar^2}\,\frac{2\pi m}{\hbar^2k_Fq}
=\frac{m^2}{2\pi^2\hbar^4q},\qquad q<2k_F .
\]

For larger \(q\) it vanishes. The energy integral, with \(x=\beta u\), is

\[
(k_BT)^3\int_{-\infty}^{\infty}\frac{x^2\,dx}{4\sinh^2(x/2)}
=(k_BT)^3\,2\sum_{s=1}^{\infty}s\,\frac{2}{s^3}=\frac{2\pi^2}{3}(k_BT)^3 ,
\]

from the expansion \(1/[4\sinh^2(x/2)]=\sum_s s\,e^{-sx}\) for \(x>0\). With \(d^3q=4\pi q^2dq\), the numerical factors multiply to \(1/(36\pi^3)\):

\[
\eta=\frac{(k_BT)^2(m_em_h)^2}{36\pi^3\hbar^7}\int_0^{2k_F}q^2W(q)^2\,dq .
\]

One factor of \(T\) comes from the thermal layer of each pocket. I use the statically screened interaction \(W=e^2/[\epsilon_0(q^2+\kappa^2)]\), with \(\kappa^2=e^2k_F(m_e+m_h)/(\pi^2\hbar^2\epsilon_0)\). Integrating by parts, with \(Q=2k_F\),

\[
\int_0^Q\frac{q^2\,dq}{(q^2+\kappa^2)^2}
=\frac{1}{2\kappa}\arctan\frac Q\kappa-\frac{Q}{2(Q^2+\kappa^2)} .
\]

Direct Monte Carlo sampling of the collision integral at 1473 K gives 0.997 ± 0.002 of the finite-temperature quadrature for \(\eta\). At 10 K that quadrature is 0.998 of the \(T^2\) formula.

## Numbers in the regime of ruthenium

Ruthenium suits the model because its primitive cell holds an even number of electrons. In a nonmagnetic metal these would fill a whole number of bands, so any electrons in higher bands leave equally many holes below. I take round, rough parameters: \(n=p=10^{22}\ \mathrm{cm^{-3}}\), masses of 2 and 2.5 free-electron masses, and lattice times of 60 and 50 fs at 300 K.

These give \(a_e=3.04\times10^{11}\), \(a_h=4.55\times10^{11}\) and \(\eta=1.78\times10^{10}\ \mathrm{kg\,m^{-3}\,s^{-1}}\). With \((ne)^2=2.57\times10^{18}\ \mathrm{C^2\,m^{-6}}\),

\[
\rho_{\rm lattice}=\frac{1.82\times10^{11}}{2.57\times10^{18}}\ \Omega\,\mathrm m=7.1\ \mu\Omega\,\mathrm{cm},
\]

\[
\rho_{\rm friction}=\frac{1.78\times10^{10}}{2.57\times10^{18}}\ \Omega\,\mathrm m=0.69\ \mu\Omega\,\mathrm{cm}.
\]

The total is \(7.8\ \mu\Omega\,\mathrm{cm}\), or \(7.8\times10^{-8}\ \Omega\,\mathrm m\). At 1 MA/cm² the electrons drift at −3.7 m/s and the holes at 2.5 m/s. Their momentum losses to the lattice cancel, yet friction supplies 8.9% of the heat. Entered as two independent rates, the same friction would add 0.52 of its proper value. The unweighted lifetime rate exceeds the momentum-weighted one by \(2k_F^2\int W^2dq/\int q^2W^2dq\), here 1.7. At weak friction it would add about 0.9 of the proper value, and more than the proper value if \(\kappa\) were half as large.

Friction can take a larger share in a clean, cold metal, if cooling reduces the lattice part by a larger factor than the friction part. Suppose that the lattice times are 1000 times longer, so that the lattice part is \(0.0071\ \mu\Omega\,\mathrm{cm}\). The friction part is 0.0008 at 10 K and \(0.0031\ \mu\Omega\,\mathrm{cm}\) at 20 K, or about 10% and 30% of the total. With these lattice times held fixed, further cooling makes the share smaller again.

Now raise \(\eta\) artificially at 300 K, with densities and lattice times fixed. A factor of 100 gives \(77\ \mu\Omega\,\mathrm{cm}\) for \(p=n\) and 81 for \(p=0.9n\). A factor of 1000 gives 701 and 600, and a factor of 10,000 gives about 6900 and 2000. These are two-fluid values. For \(p=n\), the Boltzmann equation of the two degenerate spheres with constant lattice times lets the distributions distort in energy and gives 70, 632 and about 6250. The friction part is then 10% lower where it dominates, and under 2% lower at the starting friction. The imbalance takes over when \(\eta(p-n)^2\) reaches \(n^2a_h+p^2a_e\), here at about 3700 times the starting friction. The ceiling for \(p=0.9n\) is about \(2800\ \mu\Omega\,\mathrm{cm}\).

The largest of these values show the algebra, not a metal. If each pocket has mean free path \(1/k_F\), its scattering time is \(m/(\hbar k_F^2)\) and its conductivity \(ne^2/(\hbar k_F^2)\). Two pockets then give \(\rho=\hbar k_F^2/(2ne^2)\), about \(900\ \mu\Omega\,\mathrm{cm}\), where the picture of carriers moving between collisions fails. Heating cannot supply the growth either. A thousandfold increase of \(\eta\) by the \(T^2\) law would need about 9500 K, comparable with the Fermi temperatures of 9800 and 7900 K. Already at 300 K, thermal smearing lowers \(\eta\) by 5% from the \(T^2\) formula.

## What real ruthenium changes

The resistivity of bulk ruthenium at room temperature is roughly \(7\ \mu\Omega\,\mathrm{cm}\). The model's total is close to this because the lattice times were chosen to make it so, and the agreement says nothing about the friction. The friction itself is at best an order-of-magnitude estimate, because the golden rule is outside its range. The hole density of states times \(W(0)\), 0.56, is just \(m_h/(m_e+m_h)\) at any density and does not measure the coupling. The ratio \(\kappa/2k_F\) does: it is 2.0, and \(r_s\) is about 11 for the electron pocket. The screened electron-hole attraction is close to forming a bound state. For two particles without Pauli blocking, its transport cross-section is 7 to 46 times the Born value at relative wavevectors from \(k_F\) down to \(0.3k_F\). Replacing the constant \(\kappa\) by static Lindhard screening alone raises the friction part from 0.69 to \(1.1\ \mu\Omega\,\mathrm{cm}\). Raising both masses by 20% at fixed density multiplies \(\eta\) by 1.5. The density matters more. For two spheres the product of resistivity and mean free path is \(\hbar k_F/(2ne^2)\), here \(1.4\times10^{-15}\ \Omega\,\mathrm{m^2}\). A mean free path of 6.5 nm at \(7.8\ \mu\Omega\,\mathrm{cm}\) needs \(n\approx4.4\times10^{22}\ \mathrm{cm^{-3}}\). With the same masses the golden-rule friction part then drops to \(0.05\ \mu\Omega\,\mathrm{cm}\) with constant \(\kappa\) and to 0.08 with Lindhard screening, or 0.7% to 1% of the total. The real Fermi surface has several anisotropic sheets, which two spheres do not represent, and the overlap \(e(p-n)\) was derived for closed pockets only.

Real collisions can also pass crystal momentum to the lattice through umklapp. If this added a drag equal to \(\eta\) on each pocket, the total would rise from 7.8 to \(8.2\ \mu\Omega\,\mathrm{cm}\). In a narrow line the surfaces take momentum as well. The model's mean free paths are 23 and 15 nm, longer than the several nanometres estimated for ruthenium. For a 20 nm film with diffuse surfaces, the thick-film correction \(1+3\ell/(8d)\), with the longer path as \(\ell\) and the thickness as \(d\), gives a factor of 1.4. Since \(\ell\) exceeds \(d\), that formula is outside its range and indicates size only. Against the golden-rule friction the surface matters more at 300 K. A friction seven times larger would reverse the order, so the model does not settle this comparison.

For a compensated metal with well-defined carriers and weak intervalley transfer, the opening decision is therefore to keep the conserving collisions and to keep them coupled. A calculation that stores them as a lifetime for each state must also retain the terms that return momentum to the other pocket. The numerical output below lists the remaining values.

## Values computed for the example and the checks

```
LATTICE GAS (dimensionless; friction 1 = electron lattice drag)
states per pocket 149; collision invariants 5
friction: lower bound, full, drifted bound (n=p); full (n!=p); /lattice value
        1: 3.237, 3.273, 3.333; 3.617
       10: 23.37, 23.42, 23.7; 12.41
      100: 224.7, 224.8, 227.4; 18.31
    10000: 2.237e+04, 2.237e+04, 2.263e+04; 19.36
n!=p: hole/electron density 0.617, ceiling/lattice value 19.37
n=p, same-pocket collisions only, strength 1e4: 1.0704
FRICTION TESTS
Monte Carlo/quadrature at 1473 K: 0.9974 +- 0.0024
quadrature/T^2 formula at 10 K: 0.9984
RU-LIKE MODEL (rough round parameters)
n = p = 1.00e+22 cm^-3; masses 2.0, 2.5 m0; T = 300 K
lattice times 60, 50 fs
kF = 6.665 nm^-1; screening wavenumber = 26.86 nm^-1
Fermi energies 0.846, 0.677 eV
Fermi temperatures 9821, 7856 K
a_e = 3.036e+11, a_h = 4.555e+11, eta = 1.782e+10 kg m^-3 s^-1
lattice resistivity = 7.097 uohm cm
friction resistivity = 0.694 uohm cm
total resistivity = 7.791 uohm cm = 7.791e-08 ohm m
friction coefficient = 7.712e-06 uohm cm K^-2
at j = 1 MA/cm^2: E = 7.791 V/cm
v_e = -3.745 m/s; v_h = 2.497 m/s; v_h-v_e = 6.242 m/s
heat shares electron drag, hole drag, friction: 54.65, 36.44, 8.91 %
eta multiplier: rho for p=n; rho for p=0.9n (uohm cm)
       1: 7.791; 8.146
      10: 14.04; 14.9
     100: 76.51; 80.72
    1000: 701.2; 599.7
   10000: 6948; 2034
saturation for p=0.9n = 2779.8 uohm cm
no lattice drag, p=n: rho = 0.694 uohm cm
no lattice drag, p=0.9n: dj/dt per field = 6.630e+17 A m^-1 V^-1 s^-1
lattice times x1000: lattice part = 0.00710 uohm cm
  friction part at 10 K = 0.00077 uohm cm
  friction part at 20 K = 0.00308 uohm cm
NEGLECTED EFFECTS
thermal smearing at 300 K: eta/T^2 formula = 0.9518
umklapp drag eta added to each pocket: rho = 8.152 uohm cm
both masses +20 %: eta changes by factor 1.500
mean free paths 23.1, 15.4 nm; 20 nm film, rough surface factor 1.43
golden-rule coupling (hole DOS x W(0)) = 0.556
kT = 0.0259 eV; plasma energy = 3.52 eV
mean free path = 1/kF at rho about 913 uohm cm
```
